# From the Kadanoff-Baym Equations to the Boltzmann Equation

The Boltzmann equation pictures an electron driven through a semiconductor by an electric field as flying freely between instantaneous collisions. Quantum mechanics supports neither half of this picture without conditions. A state that scatters has a finite lifetime and hence no sharp energy, and a collision takes time, during which the field continues to accelerate the electron. The first effect is collisional broadening and the second is the intracollisional field effect. Both are contained in the Kadanoff-Baym equations and neither appears in the Boltzmann equation, so each must be lost at some identifiable point between them.

Consider one band with energy $\varepsilon(\mathbf k)$, a smooth potential energy $U(\mathbf R)$ with force $\mathbf F=-\nabla U$, and weak coupling to phonons that stay in equilibrium. Initial correlations are taken to have died out. Set $\hbar=1$ until the numerical example, and define
$$G^<(1,2)=i\langle\psi^\dagger(2)\psi(1)\rangle,\qquad G^>(1,2)=-i\langle\psi(1)\psi^\dagger(2)\rangle .$$
With $\circ$ denoting integration over the intermediate time and position, the two Kadanoff-Baym equations are
$$(G_0^{-1}-\Sigma^R)\circ G^<=\Sigma^<\circ G^A,\qquad G^<\circ(G_0^{-1}-\Sigma^A)=G^R\circ\Sigma^< .$$
The retarded and advanced functions are $G^{R,A}=\mathrm{Re}\,G\pm\frac12(G^>-G^<)$, and likewise for $\Sigma$. Subtracting the second equation from the first and collecting the halves gives
$$[G_0^{-1}-\mathrm{Re}\Sigma,G^<]-[\Sigma^<,\mathrm{Re}G]=\tfrac12\{\Sigma^>,G^<\}_+-\tfrac12\{\Sigma^<,G^>\}_+ .\tag{1}$$
The terms $\mp\frac12\{\Sigma^<,G^<\}_+$ produced by the two self-energy groups have cancelled. No approximation has been made in this rearrangement.

Now use centre variables $T,\mathbf R$ and Fourier transform the relative ones with the phase $e^{i\omega\tau-i\mathbf k\cdot\mathbf r}$. In a time convolution let $A$ span the interval $\tau_A$ and $B$ the interval $\tau_B$. The centre of $A$ then lies at $T+\tau_B/2$ and that of $B$ at $T-\tau_A/2$. Expanding to first order in these displacements, and replacing $\tau$ by $-i\partial_\omega$ under the transform, gives $AB+\frac i2(A_\omega B_T-A_TB_\omega)$, where subscripts are derivatives. The spatial phase has the opposite sign, so altogether
$$A\circ B\simeq AB+\tfrac i2\{A,B\},\qquad \{A,B\}=A_\omega B_T-A_TB_\omega-A_{\mathbf k}\cdot B_{\mathbf R}+A_{\mathbf R}\cdot B_{\mathbf k}.$$
The bracket is antisymmetric. A commutator therefore becomes $i\{A,B\}$, while an anticommutator becomes $2AB$ with no first-order correction. Field corrections to the anticommutators in (1) begin at second order, and they are dropped here.

Write $G^<=iaf$, $G^>=-ia(1-f)$, $\Sigma^<=i\Gamma_{\rm in}$, $\Sigma^>=-i\Gamma_{\rm out}$ and $\Gamma=\Gamma_{\rm in}+\Gamma_{\rm out}$. Define also $M=\omega-\varepsilon-U-\mathrm{Re}\Sigma$. The left side of (1) becomes $-\{M,af\}+\{\Gamma_{\rm in},\mathrm{Re}G\}$ and the right side $\Gamma_{\rm out}af-\Gamma_{\rm in}a(1-f)$. Reversing the overall sign,
$$\{M,af\}-\{\Gamma_{\rm in},\mathrm{Re}G\}=a[\Gamma_{\rm in}(1-f)-\Gamma_{\rm out}f].\tag{2}$$

The spectral function follows from the two equations for $G^R$, in which $G_0^{-1}-\Sigma^R=M+i\Gamma/2$ multiplies from the left or from the right. Their sum has no first-order term, so $G^R=(M+i\Gamma/2)^{-1}$ and, with $D=M^2+\Gamma^2/4$,
$$a=\Gamma/D,\qquad \mathrm{Re}G=M/D .$$

The bracket with $\mathrm{Re}G$ must not simply be discarded. The right side of (2) equals $a(\Gamma_{\rm in}-\Gamma f)$, and the left side is already of first order in gradients. At fixed $\Gamma$, then, $\Gamma_{\rm in}$ may be replaced by $\Gamma f$ inside a bracket with an error of second order. The product rule turns the drift into
$$a\{M,f\}+f\{M,a\}-\Gamma\{f,\mathrm{Re}G\}-f\{\Gamma,\mathrm{Re}G\}.$$
Since $a$ and $\mathrm{Re}G$ depend on $M$ and $\Gamma$, the terms proportional to $f$ add to $f(a_\Gamma+\mathrm{Re}G_M)\{M,\Gamma\}$. Their coefficient is
$$\frac1D-\frac{\Gamma^2}{2D^2}+\frac1D-\frac{2M^2}{D^2}=\frac2D-\frac{2D}{D^2}=0 .$$
The remaining coefficient of $\{M,f\}$ is $a+\Gamma\,\mathrm{Re}G_M=2\Gamma(D-M^2)/D^2=\Gamma^3/2D^2=a^2\Gamma/2$. That of $\{\Gamma,f\}$ is $\Gamma\,\mathrm{Re}G_\Gamma=-M\Gamma^2/2D^2=-a^2M/2$. Hence
$$\frac{a^2\Gamma}{2}\left[\{M,f\}-\frac M\Gamma\{\Gamma,f\}\right]=a[\Gamma_{\rm in}(1-f)-\Gamma_{\rm out}f].\tag{3}$$
The drift weight $a^2\Gamma/2$ falls as $M^{-4}$ away from the shell, whereas $a$ falls as $M^{-2}$. The slow tails of $a$ represent virtual admixtures, and the second bracket in (2) has removed them from the drift.

The quasiparticle ansatz makes the spectrum sharp. Both $a$ and $a^2\Gamma/2$ have area $2\pi$ in $M$, so as $\Gamma\to0$ each tends to $2\pi\delta(M)$. The other weight, $a^2M/2$, is odd in $M$ with first moment $\pi\Gamma/2$. It tends to $-(\pi\Gamma/2)\delta'(M)$, which vanishes with $\Gamma$. Collisional broadening is discarded at this replacement, in the state being followed and also in the final states inside $\Gamma_{\rm in}$ and $\Gamma_{\rm out}$.

Let $M=0$ at $\omega=E(\mathbf k,\mathbf R,T)$ and let $Z^{-1}=M_\omega$ there. Then $\delta(M)=Z\delta(\omega-E)$, and differentiating $M(E,\mathbf k,\mathbf R,T)=0$ gives $M_x=-E_x/Z$ for $x=\mathbf k,\mathbf R,T$. Thus on shell
$$Z\{M,f\}=f_T+E_Tf_\omega+E_{\mathbf k}\cdot f_{\mathbf R}-E_{\mathbf R}\cdot f_{\mathbf k}.$$
Define $n(\mathbf k,\mathbf R,T)=f(\omega=E)$, so that $n_x=f_x+E_xf_\omega$. The extra products $E_{\mathbf k}\cdot E_{\mathbf R}f_\omega$ cancel between the last two terms, and integrating (3) over $\omega/2\pi$ yields
$$n_T+E_{\mathbf k}\cdot n_{\mathbf R}-E_{\mathbf R}\cdot n_{\mathbf k}=Z[\Gamma_{\rm in}(1-n)-\Gamma_{\rm out}n].$$

For phonons of frequency $\omega_0$ and mean number $N$, the thermal correlation of $b+b^\dagger$ is $(N+1)e^{-i\omega_0\tau}+Ne^{i\omega_0\tau}$. At lowest order the self-energy $\Sigma^>$ is this factor times $|M_{\mathbf q}|^2G^>$ at $\mathbf k'=\mathbf k-\mathbf q$. Its transform shifts the frequency of $G^>$ by $\mp\omega_0$, so
$$\Gamma_{\rm out}(\mathbf k,\omega)=\sum_{\mathbf q,\eta=\pm1}|M_{\mathbf q}|^2N_\eta\,[a(1-f)]_{\mathbf k',\,\omega-\eta\omega_0},\qquad N_+=N+1,\quad N_-=N .$$
Here $\eta=+1$ is emission. $\Gamma_{\rm in}$ follows by exchanging $N_\eta$ with $N_{-\eta}$ and $1-f$ with $f$. Insert the sharp spectrum and set $Z$ and $Z'$ to one, as lowest order in the coupling requires. With $\Delta=\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'}-\eta\omega_0$, the collision term is
$$I=2\pi\sum_{\mathbf q,\eta}|M_{\mathbf q}|^2\delta(\Delta)\,[N_{-\eta}n'(1-n)-N_\eta n(1-n')].\tag{4}$$
This is the Boltzmann collision integral with golden-rule rates. It vanishes for a Fermi function at the phonon temperature $\Theta$, because $N_+/N_-=e^{\omega_0/k_B\Theta}$.

The field inside the collision is easier to see before the gradient expansion. At equal times the unexpanded equation contains, for losses, $\Sigma^>(t,t')G^<(t',t)$ and its complex conjugate, integrated over $t'<t$. The generalized Kadanoff-Baym ansatz expresses the propagators through equal-time occupations. For $t'<t$ it reads $G^<(t',t)=n(t')G^A(t',t)$ and $G^>(t,t')=[1-n(t')]G^R(t,t')$. Take $G^R$ with a constant width and with momentum accelerated by a uniform force:
$$G^R(t,t')=-i\exp\!\left[-i\!\int_{t'}^t\!\varepsilon(\mathbf k-\mathbf F(t-s))\,ds-\tfrac12\Gamma_{\mathbf k}(t-t')\right].$$
For a parabolic band the mismatch changes linearly in time at the rate $r=\mathbf F\cdot(\mathbf v_{\mathbf k}-\mathbf v_{\mathbf k'})$. With $\tau=t-t'$ its accumulated phase is $\Delta\tau-r\tau^2/2$. The loss rate per final state is $2|M_{\mathbf q}|^2N_\eta(1-n')S$, where
$$S=\mathrm{Re}\int_0^\infty d\tau\,e^{-\gamma\tau+i\Delta\tau-ir\tau^2/2},\qquad \gamma=\tfrac12(\Gamma_{\mathbf k}+\Gamma_{\mathbf k'}).\tag{5}$$
The occupations belong to the earlier time and the earlier momentum. Along a free trajectory they change through collisions alone, so evaluating them at $(\mathbf k,t)$ alters the rate at the next order in $|M_{\mathbf q}|^2$. Two approximations then remain. Setting $\gamma\to0$ drops the broadening, and setting $r\to0$ drops the intracollisional field effect. With $r=0$ alone, $S=\gamma/(\Delta^2+\gamma^2)$.

The condition for dropping them is weaker than a term-by-term expansion suggests. Let the rest of the integrand, after summing over the other variables, be a smooth function $g(\Delta)$ that varies on an energy scale $W$, and let $\hat g(\tau)=\int g\,e^{i\Delta\tau}d\Delta$. Then
$$\int S\,g\,d\Delta=\mathrm{Re}\int_0^\infty e^{-\gamma\tau-ir\tau^2/2}\,\hat g(\tau)\,d\tau .$$
Since $\hat g$ is confined to times of order $1/W$, the exponential may be replaced by one if $\gamma\ll W$ and $\sqrt{|r|}\ll W$. What remains is $\mathrm{Re}\int_0^\infty\hat g\,d\tau=\pi g(0)$, so $S$ acts as $\pi\delta(\Delta)$. The ratio $r/\gamma^2$ does not enter. Resolving the line shape itself by a gradient expansion would demand the stricter condition $|r|\ll\gamma^2$. As an example, take $\gamma=10^{-3}$, $r=10^{-5}$ and a Gaussian $g$ of unit standard deviation centred at $0.3$. The field parameter $r/\gamma^2$ is then ten, yet integration on a fine grid gives $0.9992$ of $\pi g(0)$.

Equation (5) contains a term linear in the field, although the anticommutators in (1) have none. Far from a resonance that has not yet been crossed, so that $\Delta$ and $r$ have opposite signs, expansion in $r$ with $\gamma\to0$ gives
$$S\simeq\frac r2\int_0^\infty\tau^2\sin(\Delta\tau)\,d\tau=-\frac r2\frac{d^2}{d\Delta^2}\frac1\Delta=-\frac r{\Delta^3},$$
where the integral is understood with vanishing damping. If the resonance was crossed earlier, at $\tau=\Delta/r>0$, $S$ also contains an oscillating term of size $\sqrt{2\pi/|r|}\,e^{-\gamma\Delta/r}$, the memory of that crossing, which is negligible only once damping has erased it. Writing $g_q^2=|M_{\mathbf q}|^2N_\eta$ for an empty final state, the rate $2g_q^2S$ before the crossing equals $d(g_q^2/\Delta^2)/dt$. It is the changing weight of the final state virtually mixed into the initial one, and no completed collision is involved.

The same term sits in the commutator with $\mathrm{Re}\Sigma$. In a uniform field all functions depend on $\mathbf k$ and $\Omega=\omega-U$, so $\partial_{\mathbf R}$ becomes $\mathbf F\partial_\Omega$. For one final state $\mathrm{Re}\Sigma=g_q^2/(\Omega-\varepsilon_{\mathbf k'}-\eta\omega_0)$ and $af=2\pi n\,\delta(\Omega-\varepsilon_{\mathbf k})$. Moving this bracket to the right of the kinetic equation and integrating by parts gives
$$\int\frac{d\Omega}{2\pi}\{\mathrm{Re}\Sigma,af\}=-\mathbf F\cdot\partial_{\mathbf k}\!\left(n\frac{g_q^2}{\Delta^2}\right)=-\frac{g_q^2}{\Delta^2}\mathbf F\cdot n_{\mathbf k}+\frac{2g_q^2r}{\Delta^3}n .$$
The last term is the linear field effect, $-2g_q^2Sn$. The momentum occupation, which is the Wigner function, is $\rho=n(1-g_q^2/\Delta^2)$ at this order. The drift $\mathbf F\cdot\partial_{\mathbf k}\rho$ therefore contains the same total derivative, and the two cancel in the equation for $n$. The intracollisional field effect is thus lost in two places. Off resonance its linear part is absorbed when the Wigner function is exchanged for the quasiparticle distribution, and higher parts go when the gradient expansion is cut off.

A polar semiconductor puts sizes to these terms. Take round parameters in the rough regime of lightly doped gallium arsenide: mass $m=0.07\,m_0$, optical phonon energy $\hbar\omega_0=35$ meV, high-frequency and static dielectric constants $\epsilon_\infty=11$ and $\epsilon_s=13$, and 300 K. The coupling is $|M_{\mathbf q}|^2=C/(Vq^2)$, with $V$ the volume and $C=(e^2\hbar\omega_0/2\varepsilon_0)(1/\epsilon_\infty-1/\epsilon_s)$. For dilute electrons the golden rule leaves $\int dq/q$ between the smallest and largest momentum transfers that conserve energy. For emission these are $k\pm k'$, and the logarithm is $2\,\mathrm{arsinh}\sqrt{E/\hbar\omega_0-1}$. In terms of $\alpha=(e^2/4\pi\varepsilon_0\hbar)(1/\epsilon_\infty-1/\epsilon_s)\sqrt{m/2\hbar\omega_0}=0.073$,
$$\Gamma_{\rm em}=2\alpha(N+1)\hbar\omega_0\sqrt{\frac{\hbar\omega_0}{E}}\;\mathrm{arsinh}\sqrt{\frac E{\hbar\omega_0}-1}.$$
Absorption has $N$ in place of $N+1$ and no $-1$ under the root. At $E=100$ meV, with $N=0.348$, emission gives $2(0.073)(35)(0.592)(1.348)(1.116)=4.55$ meV and absorption gives $1.36$ meV. The total width is $5.91$ meV, and division by $\hbar=0.658$ meV ps gives $8.98$ ps$^{-1}$.

To keep $\gamma$ and the field, insert (5) and sum over $\mathbf q$ before integrating over $\tau$. For a force along or against the velocity, the part of the phase linear in $\mathbf q$ is $q\mu d$. Here $\mu$ is the cosine of the angle between $\mathbf q$ and $\mathbf k$, and $d=v\tau-F\tau^2/2m$ is the net displacement along $\mathbf k$ during $\tau$. The angular integral gives $2\sin(qd)/(qd)$. The remaining Gaussian integral over $q$ is an error function, so, with $\hbar=1$,
$$\Gamma_\eta=\frac{N_\eta C}{2\pi}\,\mathrm{Re}\int_0^\infty d\tau\,e^{-\gamma\tau-i\eta\omega_0\tau}\,\frac{\mathrm{erf}(z)}d,\qquad z=\frac d{2\sqrt{i\tau/2m}} .$$
This integral was evaluated by the midpoint rule in $\sqrt\tau$. The damping $\gamma$ was half the sum of the golden-rule widths at the initial and final energies, $5.77$ meV for emission and $5.87$ meV for absorption.

At zero field the total becomes $8.93$ ps$^{-1}$, or $0.5\%$ below the golden rule. This is one correction among several of the same order in the coupling: the lowest-order $\mathrm{Re}\Sigma$, omitted from (5), shifts the dispersion and alone lowers the rate by about $1.5\%$. At 10 kV/cm the velocity of $7.09\times10^7$ cm/s gives a characteristic field energy $\sqrt{\hbar Fv}=21.6$ meV. Its square is 13 times the squared level width, so a gradient expansion resolved within the line would fail. At 1 kV/cm this ratio is $1.3$. The rate $r$ of a typical collision is smaller than $Fv$, because small $q$ dominates: the median of $\hbar|r|/\gamma^2$ over energy-conserving final states is about 5 for emission and 2 for absorption at 10 kV/cm, and ten times smaller at 1 kV/cm, where the expansion is marginal rather than broken. Yet at 10 kV/cm the total rates are $8.95$ and $8.92$ ps$^{-1}$ for force along and against the velocity, and their mean differs from the broadened zero-field value by less than $0.1\%$. The sum over final states hides a large change in the line shape, as the weak limit allows. The very small change at 10 kV/cm is partly accidental. With the force along the velocity the change in the total rate oscillates with the field, mostly through emission: $+0.5\%$ at 5 kV/cm, $-0.8\%$ at 7, $+0.2\%$ at 10 and $+4\%$ at 15. With half the damping it is $-1.9\%$ at 7 kV/cm. Against the velocity it stays at or below about $0.1\%$.

That protection fails near a threshold. An electron at 20 meV cannot emit a 35 meV phonon in the golden rule, and it absorbs at $2.49$ ps$^{-1}$. Give its final state, which would lie below the band edge, no width, and take half the initial width as damping. The kernel then yields an emission term of $0.19$ ps$^{-1}$ at zero field. At 10 kV/cm it yields $1.29$ ps$^{-1}$ with the force along the velocity and $0.52$ ps$^{-1}$ against it. The mean of these two, $0.91$ ps$^{-1}$, greatly exceeds the zero-field value. A correction linear in the field would cancel in that mean, so higher orders matter. Nor does the term grow steadily with the field: at 3 kV/cm against the velocity the same kernel gives about $-1.2$ ps$^{-1}$. The weak damping leaves a memory time $\hbar/\gamma$ of about 0.8 ps, and over that time the electron's past path reaches energies far above 35 meV in each of these three field cases. The kernel therefore retains interference from earlier times at which emission was allowed. At 10 kV/cm that path ends near 0.6 or 1.1 eV, outside the range of a parabolic single valley, but its far end matters little: letting the damping follow the golden-rule width along the path changes the three values only to about $1.1$, $0.51$ and $-1.1$ ps$^{-1}$. These terms diagnose the failure of the sharp limit and are not emission probabilities: constant damping gives Lorentzian tails at energies where no decay is possible, and a rate for the Wigner function includes virtual dressing.

The real material breaks other assumptions of the model, some of them sooner. At 100 meV the net energy loss to phonons is $35(6.91-2.07)=169$ meV/ps, which a field of $2.4$ kV/cm along the velocity balances. At 10 kV/cm the field supplies 79 meV over one mean free path of 79 nm, about a quarter of a rough 0.3 eV separation to higher valleys. Heating and valley transfer can then reshape the distribution while the 100 meV rate hardly changes. With a rough gap of 1.4 eV the energy-to-gap ratio is $0.07$, so the parabolic mass may be off by roughly a tenth. The rate is less sensitive: in a two-band estimate the changed dispersion alone raises it by about 5%, and the reduced overlap of the Bloch functions offsets most of that. At $10^{15}$ electrons per cm$^3$ the density is $0.2\%$ of the effective density of states and the plasmon energy is $4\%$ of the phonon energy, so degeneracy and dynamic screening are small. Equally many singly charged impurities, treated in the Born approximation with a statically screened potential, scatter at $9.3$ ps$^{-1}$ over all angles but relax momentum at just $0.012$ ps$^{-1}$. Adding the first rate to $\Gamma$ would double the level width, but its free path of 76 nm is shorter than the screening length of 136 nm, so these are not independent collisions, and the present model does not determine how much of this small-angle scattering damps the phonon collision.

The Boltzmann equation therefore needs more than long intervals between collisions. Distributions must vary slowly, the coupling must be weak, and the summed integrand must be smooth on the scales of $\gamma$ and $\sqrt{\hbar|r|}$, with $\hbar$ restored. In this model the 100 meV total rate meets the last condition well enough for changes of about a percent or less up to 10 kV/cm, and a few percent by 15 kV/cm, whereas emission below threshold does not.

Numerical values quoted here were computed with a short program.
